Phonon free-path spectra from the cut of size-dependent conductivity

**Definitions and conventions**

Let Λ be the free path of a phonon in the bulk crystal, and let f(Λ)dΛ be the part of the bulk thermal conductivity carried by phonons with free paths between Λ and Λ + dΛ. Then f ≥ 0, and the bulk conductivity

k_b = ∫₀^∞ f(Λ) dΛ

is taken to be finite. A structure of size L adds a second scattering process. If its rate adds to the bulk rate and corresponds to a free path L, the effective free path obeys 1/Λ_eff = 1/Λ + 1/L, so that

Λ_eff/Λ = L/(L + Λ).

This ratio is the suppression factor. Assume that f itself does not depend on L. The effective conductivity is then

k_eff(L) = ∫₀^∞ f(Λ) L/(L + Λ) dΛ,

and division by L gives the Stieltjes transform of f:

G(L) = k_eff(L)/L = ∫₀^∞ f(Λ)/(L + Λ) dΛ.

A physical L is positive, but the integral defines G for every nonzero complex L off the negative real axis, where the denominator cannot vanish. In any closed region away from that axis and from zero, 1/(L + Λ) and its derivative are bounded for all Λ ≥ 0. One may therefore differentiate under the integral, and G is analytic there. The notation −Λ + i0 means that the negative axis is approached from above.

The result to be derived, at any Λ > 0 where f is continuous, is

f(Λ) = [G(−Λ − i0) − G(−Λ + i0)]/(2πi) = Im k_eff(−Λ + i0)/(πΛ).

An analytic function is fixed by its values on any interval, so k_eff known without error on a finite range of real L determines the whole spectrum. How far this survives errors in the data is a separate question, taken up below.

**First derivation: the jump at one point**

Evaluate G just above the cut, at L = −Λ + iε with ε > 0, and call the integration variable Λ′. Multiplying numerator and denominator by the complex conjugate of the denominator gives

1/(Λ′ − Λ + iε) = (Λ′ − Λ − iε)/[(Λ′ − Λ)² + ε²].

Since f is real, the imaginary part of G is

−Im G(−Λ + iε)/π = ∫₀^∞ f(Λ′) P(Λ′ − Λ) dΛ′, with P(t) = (ε/π)/(t² + ε²).

The area under P on the integration range is 1/2 + arctan(Λ/ε)/π, which tends to 1 as ε → 0. To see that the integral tends to f(Λ), choose a small distance a. Within a of Λ, continuity keeps f(Λ′) as close to f(Λ) as desired. Outside, P is at most ε/(πa²), so that region contributes at most εk_b/(πa²), which vanishes with ε. Hence

f(Λ) = −Im G(−Λ + i0)/π.

Because f is real, the value of G below the cut is the complex conjugate of the value above it. Therefore

G(−Λ − i0) − G(−Λ + i0) = −2i Im G(−Λ + i0) = 2πi f(Λ),

which is the first form of the result.

To pass to k_eff = LG, take the imaginary part of the product at L = −Λ + iε:

Im k_eff = −Λ Im G + ε Re G.

The last term is the integral of f(Λ′) times ε(Λ′ − Λ)/[(Λ′ − Λ)² + ε²]. This factor never exceeds 1/2 in magnitude and vanishes as ε → 0 for every Λ′ ≠ Λ. Since f has a finite integral, the term tends to zero. What remains is Im k_eff(−Λ + i0) = πΛf(Λ), the second form.

If a group of phonons shares one free path Λ₁ and carries conductivity k₁, it adds k₁/(L + Λ₁) to G. This is a pole at L = −Λ₁, and its residue k₁ replaces the jump.

**Second derivation: the mean over a circle**

This route first finds the accumulated conductivity

K(R) = ∫₀^R f(Λ) dΛ,

the part carried by free paths shorter than R. Put L = Re^{iθ} and a = Λ/R. The suppression factor becomes 1/(1 + ae^{−iθ}). For a < 1 the geometric series gives

1/(1 + ae^{−iθ}) = 1 − ae^{−iθ} + a²e^{−2iθ} − …

Each term except the first averages to zero over −π < θ < π, so the mean is 1. For a > 1, multiply numerator and denominator by e^{iθ}/a and expand again:

1/(1 + ae^{−iθ}) = (e^{iθ}/a)/(1 + e^{iθ}/a) = e^{iθ}/a − e^{2iθ}/a² + …

There is no constant term, and the mean is 0. The circle thus acts as a sharp gate that counts free paths shorter than R and rejects the longer ones.

Now average k_eff over the circle and exchange the two integrations. The exchange is justified if the mean magnitude of the suppression factor is integrable against f. That mean grows logarithmically as Λ → R, so it is enough that f be bounded near R. Then

K(R) = (1/2π) ∫_{−π}^{π} k_eff(Re^{iθ}) dθ.

To recover f, stop the angular integral a small angle η short of the cut at both ends and call the result K_η(R). In this region k_eff is analytic, with derivative k_eff′ with respect to L. Since ∂L/∂R = L/R and ∂L/∂θ = iL,

R ∂k_eff/∂R = L k_eff′ and ∂k_eff/∂θ = iL k_eff′,

so R ∂k_eff/∂R = −i ∂k_eff/∂θ. The angular integral can now be done:

R dK_η/dR = (−i/2π)[k_eff(Re^{i(π−η)}) − k_eff(Re^{−i(π−η)})] = Im k_eff(Re^{i(π−η)})/π.

The last step uses the fact that the two values are complex conjugates, so their difference is 2i times the imaginary part of the first. Suppose that this imaginary part tends uniformly to a continuous limit on an interval of R. The derivative and the limit η → 0 may then be exchanged, and

R f(R) = R dK/dR = Im k_eff(−R + i0)/π.

This is the same formula, with R in place of Λ.

**What each derivation assumes**

Both need the factor L/(L + Λ), a spectrum independent of L, and the analytic continuation of k_eff. The first is local: it needs continuity of f only at the point in question, and it proves that the limit of the imaginary part exists. For K(R), the second assumes f bounded near R, which is sufficient but not necessary. To obtain f(R), it also takes as given a uniform limit at the cut. In return it yields the accumulated conductivity without first finding f.

They also respond differently to errors. Let x = ln L, and add to k_eff a ripple A cos(qx). Going to the upper side of the cut replaces x by x + iπ, and

Im cos(qx + iπq) = −sin(qx) sinh(πq).

The spectrum per unit logarithm, g = Λf = Im k_eff/π, therefore acquires a ripple of amplitude A sinh(πq)/π. In the circle mean, the average of cos(qx + iqθ) over θ is cos(qx) sinh(πq)/(πq), so the ripple in the accumulated conductivity has the amplitude of the ripple in g divided by q, which is smaller when q > 1. Both gains grow exponentially at large q. The inversion is exact for a known function, but measured points do not fix fine structure without further constraints, such as smoothness. The condition f ≥ 0 limits the depth of a ripple but does not exclude it.

**A spectrum that can be solved**

Take one phonon branch with constant speed v, a classical heat capacity C and a number of modes proportional to frequency squared. With u the frequency divided by its cutoff, the heat capacity in du is 3Cu²du. Let the scattering rate also grow as frequency squared, so that Λ = Λ₀/u², where Λ₀ is the shortest free path. Kinetic theory gives

dk = (1/3)(3Cu²du) v (Λ₀/u²) = CvΛ₀ du.

The conductivity is uniform in u, and k_b = CvΛ₀. With s = √(L/Λ₀),

k_eff = k_b ∫₀¹ s²u²/(1 + s²u²) du = k_b ∫₀¹ [1 − 1/(1 + s²u²)] du = k_b[1 − arctan(s)/s].

For small L, arctan(s)/s ≈ 1 − s²/3, so k_eff ≈ k_bL/(3Λ₀): the structure limits every free path. For large L, arctan(s) → π/2, and the missing fraction is (π/2)√(Λ₀/L). This slow approach to the bulk comes from the low-frequency phonons with long free paths.

Just above the cut, s → ir with r = √(Λ/Λ₀). If r < 1, arctan(ir)/(ir) = artanh(r)/r is real. There is no jump, as there must be none below the shortest free path. If r > 1, use arctan(s) = π/2 − arctan(1/s), valid for positive real part of s. This gives arctan(s) → π/2 + i artanh(1/r), and division by ir leads to

k_eff(−Λ + i0) = k_b[1 − artanh(1/r)/r + iπ/(2r)].

The inversion formula then gives

f(Λ) = k_b/(2Λr) = k_b√Λ₀/(2Λ^{3/2}) for Λ > Λ₀.

Direct counting agrees: u = √(Λ₀/Λ), and k_b|du/dΛ| is the same expression. Integration gives K(R) = k_b[1 − √(Λ₀/R)] for R > Λ₀, so half the heat is carried by free paths below 4Λ₀.

**Numbers for a silicon-like film**

Take k_b = 150 W/(m K), Λ₀ = 100 nm and L = 400 nm, hence s = 2. On the physical axis

k_eff = 150 × [1 − arctan(2)/2] = 67.0 W/(m K).

Above the cut at L = −400 nm, r = 2 and k_eff = 108.8 + 117.8i W/(m K). Thus g = 117.8/π = 37.5 W/(m K), and f = 37.5/400 = 0.094 W/(m K nm). The accumulated conductivity at 400 nm is 75 W/(m K), half the bulk value.

The slope of the real curve is a different quantity. Writing k_eff = ∫g(y)/(1 + e^{y−x})dy with y = ln Λ and differentiating gives

dk_eff/dx = ∫ g(y)/{4cosh²[(y − x)/2]} dy.

The slope is the spectrum smoothed by a kernel 1.53 decades wide at half height. At 400 nm it is 26.5 W/(m K), 29% below the true g.

The sensitivity is severe. A ripple with a period of one decade has q = 2π/ln 10 = 2.73 and a gain of 841. An amplitude of 0.15 W/(m K) in k_eff, 0.1% of the bulk value, becomes 126 W/(m K) in g, more than three times the g found at 400 nm. In K the gain is 841/2.73 = 308, and the same ripple gives 46 W/(m K). These figures describe an error in the data passed through the formula. A ripple this deep would make f negative, and near 400 nm the condition f ≥ 0 allows only about 37.5/841 = 0.045 W/(m K) in k_eff at this period. Positivity alone still leaves a wide range: non-negative spectra that match k_eff within 0.15 W/(m K) at 40 sizes from 10 nm to 100 µm, and k_b within the same margin, give K at 400 nm anywhere from about 34 to 109 W/(m K).

**Why film data do not fit this inversion formula**

For heat flowing along a film of thickness d with diffuse walls, the suppression factor is not L/(L + Λ). Let μ be the cosine of the angle between a phonon's path and the film normal. At distance z from the wall it left, its share of the bulk flux is 1 − e^{−z/(Λμ)}. Averaging over z, with the in-plane flux weight (3/2)(1 − μ²), gives the Fuchs–Sondheimer factor

S_film = 1 − [3/(2δ)] ∫₀¹ (μ − μ³)(1 − e^{−δ/μ}) dμ, δ = d/Λ.

For a thick film the exponential drops out and the integral is 1/4, so S_film ≈ 1 − 3Λ/(8d). This matches 1 − Λ/L if L = 8d/3; a 150 nm film corresponds to L = 400 nm.

The match does not carry over to the cut. With t = 1/μ, the integral becomes 1/4 − E₃(δ) + E₅(δ), where E_n(δ) = ∫₁^∞ t^{−n}e^{−δt}dt. E₁ contains −ln δ, since its derivative is −e^{−δ}/δ. Integration by parts gives nE_{n+1} = e^{−δ} − δE_n, so the logarithmic parts of E₃ and E₅ are −(δ²/2)ln δ and −(δ⁴/24)ln δ. At δ = −x + i0 the logarithm has imaginary part π. Since −3/(2δ) = 3/(2x),

Im S_film/π = [3/(2x)](x²/2 − x⁴/24) = 3x/4 − x³/16.

Phonons with one free path would thus appear as a broad spectrum that turns negative for x > √12. Over the model spectrum, x = Xu² with X = 3Λ/(8Λ₀), where Λ is now the apparent free path. Since u² and u⁶ average to 1/3 and 1/7, the false result is

g_false = k_b(X/4 − X³/112).

At 400 nm, X = 1.5 and g_false = 51.7 W/(m K), instead of 37.5. It becomes negative above 1411 nm, and at 2000 nm it is −284 W/(m K), where the true value is 16.8. Yet on the physical axis the film conductivity is 63.0 W/(m K), only 6% below the 67.0 of the simple factor. The agreement is not uniform: at L = 10 nm the film value is 31% above the simple one. That case compares the two formulas only, since the film would be 3.75 nm thick, too thin for bulk free paths to be taken for granted. Even where the two are close on the physical axis, that closeness does not justify the inversion. A negative result can reveal a wrong suppression factor, but noise can produce one too. What fails is the cut formula. Film data can still constrain the spectrum when S_film itself is used as the kernel, with a similar sensitivity to errors.

**The model beside real silicon**

The bulk value is a rough one for silicon at 300 K, and Λ₀ was chosen so that half the heat is carried by free paths below a few hundred nanometres. Of the changes tried here, a change of Λ₀ matters most. With v = 6000 m/s, k_b = CvΛ₀ requires C = 0.25 MJ/(m³ K), about a quarter of the classical acoustic value of 1.03 MJ/(m³ K). Using the latter at fixed k_b and v would give Λ₀ = 24 nm and raise k_eff at L = 400 nm to 101 W/(m K), by about half. Real silicon has several branches with frequency-dependent speeds, and its spectrum is not this power law.

Other changes, made one at a time, are smaller. Half-specular walls raise the film value from 63.0 to 85.1 W/(m K). The ranking depends on this choice: a specular fraction of 0.7 gives 98.0 W/(m K), a larger relative change than that from Λ₀. At 400 K, with k_b and Λ₀ both taken as inversely proportional to temperature, k_eff at L = 400 nm falls from 67.0 to 55.9 W/(m K). The bulk conductivity of real silicon falls faster than 1/T in this range, so this understates the drop. Quantum heat capacity with a rough 10 THz cutoff, at fixed k_b and Λ₀, gives 64.7 W/(m K). Doping and defects are not included. The main values used here are listed in the numerical output.

Numbers as computed

```
bulk conductivity: 150 W/(m K)
shortest free path: 100 nm
film thickness d: 150 nm
matched L = 8d/3: 400 nm
k_eff at matched L: 66.96 W/(m K)
k_eff/k_bulk at matched L: 0.4464
Re k_eff at L = -400 nm + i0: 108.8 W/(m K)
Im k_eff at L = -400 nm + i0: 117.8 W/(m K)
f at 400 nm from cut: 0.09375 W/(m K nm)
g at 400 nm from cut: 37.5 W/(m K)
Im k_eff at L = -60 nm + i0: 0 W/(m K)
accumulated up to 400 nm, circle mean: 75 W/(m K)
median free path: 400 nm
share of free paths above 10000 nm: 0.1
k_eff/k_bulk at L = 10000 nm: 0.8529
slope dk_eff/dlnL at 400 nm: 26.52 W/(m K)
smoothing kernel full width at half height: 1.531 decades
ripple angular frequency in ln L: 2.729
ripple gain from k_eff to g: 841.1
ripple amplitude in k_eff: 0.15 W/(m K)
ripple amplitude in g: 126.2 W/(m K)
film k, diffuse walls: 63.04 W/(m K)
film k, half-specular walls: 85.08 W/(m K)
false g at 400 nm from film data: 51.73 W/(m K)
false g turns negative above: 1411 nm
false g at 2000 nm: -283.8 W/(m K)
true g at 2000 nm: 16.77 W/(m K)
temperature of use: 400 K
k_eff at 400 K, L = 400 nm: 55.89 W/(m K)
assumed cutoff frequency: 10 THz
heat-capacity factor at cutoff, 300 K: 0.8115
k_eff with quantum heat capacity: 64.69 W/(m K)
assumed phonon speed: 6000 m/s
assumed cubic cell edge: 0.543 nm
implied heat capacity: 0.25 MJ/(m^3 K)
classical acoustic heat capacity: 1.035 MJ/(m^3 K)
shortest free path from acoustic value: 24.16 nm
k_eff with that shortest path: 101 W/(m K)
```
